\section*{Trapped Charge as a Virtual Gate and the Dynamic On-Resistance, part 2}

After a transistor has been held off at high drain voltage, electrons trapped at the surface beside the gate raise its on-resistance. The channel, a thin electron sheet, lies below a barrier layer. The traps are on top of the barrier; above them are a second dielectric and a metal field plate at fixed potential. The layers have capacitances per area $C_b$ (barrier) and $C_i$ (upper dielectric).

An electron carries charge $-q$, with $q>0$. $N_t$ counts trapped electrons per area relative to the trap-free state. $\Delta V_s$ and $\Delta n$ are the changes of surface potential and channel density. For laterally uniform layers and fixed channel potential, Gauss's law gives
\[
\Delta V_s=-\frac{qN_t}{C_b+C_i},\qquad q\,\Delta n=C_b\,\Delta V_s .
\]
The surface thus acts as a virtual gate, with voltage $\Delta V_s$. Linear charge control reaches full depletion at a surface-potential change of magnitude $V_{po}=qn_0/C_b$.

The fixed channel potential assumed a small current and a large density of states. The current $I$ is carried by drift with constant mobility $\mu$, so $R_{sh}=\frac{1}{q\mu n_0}$. Sections in series add, giving
\[
\frac{R_{dyn}}{R_{on,0}}=1+f\,\frac{\theta}{1-\theta},\qquad f=\frac{R_t}{R_{on,0}},
\]
where $\theta$ is the depleted fraction, $R_t$ the trap-free resistance of the trapped section, and $R_{on,0}$ and $R_{dyn}$ the device's on-resistance before and after trapping. The slope of $\theta/(1-\theta)$ is $1/(1-\theta)^2$. The result holds for $0<\theta<1$. A numerical chain of small resistors confirmed the increase.

The example has $n_0=8.0\times10^{12}\ \mathrm{cm^{-2}}$, $N_t=5.0\times10^{12}\ \mathrm{cm^{-2}}$, $C_b=3.984\ \mathrm{mF/m^2}$, $C_i=0.310\ \mathrm{mF/m^2}$, $\mu=1800\ \mathrm{cm^2/(V\,s)}$ and $R_{sh}=433.4\ \Omega$ per square. The access region is $5.0\ \mu$m long, of which $L_t=2.0\ \mu$m is trapped; all other parts contribute $1.000\ \Omega\,$mm. Resistances are stated after multiplication by the width $W$. Linear charge control reaches $\theta=1$ at $N_t=n_0/\eta=8.62\times10^{12}\ \mathrm{cm^{-2}}$, where $\eta=C_b/(C_b+C_i)$ is the image fraction.

\section{Edges, finite voltage and recovery}

\noindent\textbf{Q:} Before you turn to the corrections, restate what you are correcting.

\noindent\textbf{A:} The trapped sheet has $N_t$ electrons per area over a length $L_t$. It is coupled to the channel by $C_b$ and to the field plate by $C_i$. The channel density falls from $n_0$ to $n_1=n_0(1-\theta)$, with
\begin{equation}
\theta=\frac{\eta N_t}{n_0},\qquad
\eta=\frac{C_b}{C_b+C_i},\qquad
\Delta R=R_tF(\theta),\qquad
F(\theta)=\frac{\theta}{1-\theta}.
\end{equation}
Here $R_t=R_{sh}L_t/W$ is the trap-free resistance of the section, $R_{sh}$ the trap-free sheet resistance and $W$ the width. In the example $\eta=0.928$, $\theta=0.580$, $n_1=3.36\times10^{12}\ \mathrm{cm^{-2}}$, $WR_t=0.867\ \Omega\,$mm and $W\Delta R=1.197\ \Omega\,$mm. I keep one more digit in the last value because the corrections are small.

\medskip
\noindent\textbf{Q:} My first objection is to the sharp ends. The field of a finite strip spreads sideways, so the depletion cannot stop abruptly under the last trapped electron.

\noindent\textbf{A:} Correct. Let the strip be finite along $x$, while the channel and plate extend well beyond it. Poisson's equation is linear, so the depleted fraction is a sum over the contributions of narrow lines of trapped charge:
\begin{equation}
\theta(x)=\int k(x-x')\,s(x')\,dx',
\end{equation}
where $s=\theta$ under the strip and $s=0$ elsewhere. The weight $k$ has two properties.

First, $k\ge0$. With channel and plate held at zero, the potential of a positive line charge cannot have a minimum in the dielectric away from the line, so it is nowhere negative. The field at the channel then points into the channel, and the image charge there has one sign.

Secondly, $\int k\,dx=1$. Integrate Poisson's equation over $x$. The term with the lateral field gives the difference of that field at the two far ends, which vanishes. What remains is the one-dimensional layered problem solved before, whose image fraction is $\eta$; that factor is already contained in $s$. The ends therefore redistribute the image charge without changing its total.

\medskip
\noindent\textbf{Q:} If the total depletion is unchanged, is the resistance unchanged as well?

\noindent\textbf{A:} No, because $F$ is curved. The sections of length $dx$ are in series, so the increase is now
\begin{equation}
\Delta R_{edge}=\frac{R_{sh}}{W}\int F(\theta(x))\,dx .
\end{equation}
From the slope $F'=1/(1-\theta)^2$ follows $F''=2/(1-\theta)^3>0$, so the graph of $F$ lies above each of its tangents. Draw the tangent at the point $\theta(x)$:
\begin{equation}
F(s(x'))\ge F(\theta(x))+F'(\theta(x))\,[s(x')-\theta(x)] .
\end{equation}
Multiply by $k(x-x')\ge0$ and integrate over $x'$. The bracket gives $\theta(x)-\theta(x)=0$, since $k$ has unit weight and averages $s$ to $\theta(x)$. Thus
\begin{equation}
F(\theta(x))\le\int k(x-x')\,F(s(x'))\,dx' .
\end{equation}
Integrating over $x$ and using the unit weight again,
\begin{equation}
\int F(\theta(x))\,dx\le\int F(s(x'))\,dx'=L_tF(\theta).
\end{equation}
Multiplication by $R_{sh}/W$ gives $\Delta R_{edge}\le\Delta R$. Within this electrostatic model the sharp-ended formula is an upper bound.

\medskip
\noindent\textbf{Q:} An upper bound may be far from the value. How far is it here?

\noindent\textbf{A:} With the Poisson profile of the $2\ \mu$m strip the increase is $1.173\ \Omega\,$mm instead of $1.197\ \Omega\,$mm. The deficit is $0.024\ \Omega\,$mm, or $2.0\%$ of the sharp-ended value. A $1\ \mu$m strip has the same deficit to the printed digits. This is what two separate ends should give: once the strip is long compared with the distance over which $k$ spreads, extra length adds a uniform middle part and leaves the ends as they were. The relative deficit then falls as $1/L_t$, and for the $1\ \mu$m strip it is $4.0\%$.

The deficit can also be read as a length. It equals that of a sharp-ended strip shortened by
\begin{equation}
\frac{0.0238}{1.1966}\times2.0\ \mu\mathrm{m}=0.040\ \mu\mathrm{m}
\end{equation}
in total. A real gate electrode next to the strip would alter $k$ at that end, and this calculation does not include it.

\medskip
\noindent\textbf{Q:} Next objection. You measure the on-resistance by passing a current, so the channel is not at one potential.

\noindent\textbf{A:} Let the local channel potential be higher by $V$ than in the reference state without current, with the plate fixed. Gauss's law for the changes at the surface becomes
\begin{equation}
C_i\,\Delta V_s+C_b(\Delta V_s-V)=-qN_t,
\qquad
\Delta V_s=\frac{C_bV-qN_t}{C_b+C_i}.
\end{equation}
At the channel the upward displacement changes by $C_b(V-\Delta V_s)$. I assume that $V$ varies slowly along the channel and that no conductor lies close below, and I neglect the change of the downward displacement. Then
\begin{align}
-q\,\Delta n&=C_b(V-\Delta V_s)
=C_b\,\frac{(C_b+C_i)V-C_bV+qN_t}{C_b+C_i}\\
&=\frac{C_bC_i}{C_b+C_i}\,V+\eta\,qN_t .
\end{align}
With the series capacitance $C_s=C_bC_i/(C_b+C_i)$ this reads
\begin{equation}
\Delta n=-\eta N_t-\frac{C_sV}{q}.
\label{eq:finitebias}
\end{equation}
In the example $C_s=0.288\ \mathrm{mF/m^2}$. A potential of $V=0.20$ V removes a further $0.036\times10^{12}\ \mathrm{cm^{-2}}$, which is $1.1\%$ of $n_1$. If the resistance is read with $0.20$ V on the drain and the plate is tied to the source, this is the local estimate of the largest lowering under the traps. It applies where the potential varies slowly along the channel; close to the drain-side end of the strip the lowering can be a few per cent larger. The neglected downward displacement adds more: with a buffer of similar permittivity over a grounded substrate $4\ \mu$m below, the lowering can exceed the estimate by about a sixth. It remains a correction of order one per cent of $n_1$.

Here the virtual gate differs from a metal one. With a metal electrode on the surface, $\Delta V_s$ would be held fixed, and $-q\,\Delta n=C_b(V-\Delta V_s)$ shows that the response to $V$ would be $C_bV/q$. The ratio is $C_b/C_s=3.984/0.288\approx14$. The frozen charge lets the surface potential follow the channel, so the depletion depends much less on the drain voltage.

\medskip
\noindent\textbf{Q:} That suggests the reading could be taken at a large drain voltage without harm.

\noindent\textbf{A:} Not from this argument, which concerns density alone. At a given current the drift velocity is
\begin{equation}
v=\frac{I}{Wqn},
\end{equation}
so it is higher by the factor $n_0/n_1=2.38$ in the depleted section than in the untrapped access region. If the current is raised, the depleted section therefore loses the proportionality between velocity and field before the untrapped access region does, given the same velocity--field relation in both. The gated channel is not part of this comparison, because its density depends on the gate voltage. The section's resistance is then no longer $L_t/(Wq\mu n_1)$. The formula belongs to the low-current limit.

\medskip
\noindent\textbf{Q:} You also promised to release the other half of the equipotential assumption. Removing electrons lowers the Fermi energy relative to the subband, and that costs some potential.

\noindent\textbf{A:} For one parabolic subband with spin degeneracy and effective mass $m$, the density of states per area is $D=m/(\pi\hbar^2)$. Integrating the Fermi function over energies above the subband edge $E_0$ gives, at temperature $T$,
\begin{equation}
n=D\,k_BT\,\ln\!\left[1+e^{(E_F-E_0)/k_BT}\right].
\end{equation}
Define $u=(E_F-E_0)/q$ and solve for it by exponentiating:
\begin{equation}
u(n)=\frac{k_BT}{q}\,\ln\!\left[e^{n/(Dk_BT)}-1\right].
\end{equation}
The contacts fix $E_F$. I let the subband edge move rigidly with the channel potential, by $-q$ times its change. The potential change is then $u(n)-u(n_0)$, which is negative for depletion. It takes the place of $V$ in Eq.~(\ref{eq:finitebias}):
\begin{equation}
n=n_0-\eta N_t-\frac{C_s}{q}\,[u(n)-u(n_0)] .
\end{equation}
Since the bracket is negative, slightly more electrons remain than before. For $T=300$ K and $m$ equal to $0.20$ electron masses, the self-consistent density is $3.372\times10^{12}\ \mathrm{cm^{-2}}$ instead of $3.361\times10^{12}\ \mathrm{cm^{-2}}$. The increase becomes $1.190\ \Omega\,$mm, lower by $0.6\%$ than the equipotential value. This correction counts only the filling of the subband. The confinement energy, whose change the rigid shift leaves out, also falls as electrons leave; it acts in the same direction and can be the larger effect. At these densities and $300$ K higher subbands also hold part of the electrons. A self-consistent treatment of the well lowers the increase by about $1$ to $2\%$ in total, depending on the barrier height assumed.

\medskip
\noindent\textbf{Q:} The density changed by $0.3\%$ and the added resistance by $0.6\%$. Where does the amplification come from?

\noindent\textbf{A:} From the slope of $F$. A small density correction $\delta n$ changes $\theta$ by $-\delta n/n_0$, so
\begin{equation}
\frac{\delta(\Delta R)}{\Delta R}
=-\frac{\delta n}{n_0}\,\frac{F'(\theta)}{F(\theta)}
=-\frac{\delta n}{n_0}\,\frac{1}{\theta(1-\theta)}
=-\frac{1}{\theta}\,\frac{\delta n}{n_1}.
\end{equation}
At $\theta=0.580$ the factor $1/\theta$ is $1.7$, which accounts for the change within rounding. Near full depletion the danger is in $\delta n/n_1$: a fixed error in density is compared with an ever smaller remainder. This is how the simple result loses accuracy as $\theta\to1$. There $u(n)$ also falls without limit as $n\to0$, so the density stays positive where linear charge control would make it vanish. In the example it is about $0.04\times10^{12}\ \mathrm{cm^{-2}}$ at $\theta=1$ and falls exponentially just beyond, so in practice the section is pinched off.

\medskip
\noindent\textbf{Q:} Suppose I measure $\Delta R$. Can I turn it into a trapped density?

\noindent\textbf{A:} Not from that number alone, because $L_t$ and $\theta$ are both unknown. Suppose the traps in the example had covered the whole $5\ \mu$m access region. Its trap-free resistance is $2.167\ \Omega\,$mm. Solving $\Delta R=R_t\theta/(1-\theta)$ for $\theta$ gives
\begin{equation}
\Delta R-\theta\,\Delta R=R_t\theta
\quad\Rightarrow\quad
\theta=\frac{\Delta R}{R_t+\Delta R}
=\frac{1.197}{2.167+1.197}=0.356 .
\label{eq:invert}
\end{equation}
The same increase would then need a density of $0.356\times8.62\times10^{12}\ \mathrm{cm^{-2}}=3.07\times10^{12}\ \mathrm{cm^{-2}}$. The total trapped charge would be larger by the factor $(3.07\times5)/(5.0\times2)=1.5$. Concentrated charge is more effective, for the same reason that blurred ends are less effective: $F$ is convex.

\medskip
\noindent\textbf{Q:} The increase decays as the traps empty. If one kind of trap has one emission time, I expect one exponential in the resistance.

\noindent\textbf{A:} The charge is exponential, but the resistance is not. Let each trapped electron be emitted with time constant $\tau$ and not recaptured, uniformly over the strip. Then
\begin{equation}
\frac{dN_t}{dt}=-\frac{N_t}{\tau},
\qquad
\theta(t)=\theta_0e^{-t/\tau},
\end{equation}
with $\theta_0$ the value at the start of the recovery. Take the logarithm, $\ln\Delta R=\ln R_t+\ln\theta-\ln(1-\theta)$, and differentiate:
\begin{equation}
-\frac{d\ln\Delta R}{dt}
=-\frac{d\theta}{dt}\left(\frac1\theta+\frac1{1-\theta}\right)
=\frac{\theta}{\tau}\,\frac{1}{\theta(1-\theta)}
=\frac{1}{\tau(1-\theta)} .
\end{equation}
The decay is fast at first and slows towards the true rate $1/\tau$. With $\tau=10$ ms the initial apparent time constant is $\tau(1-\theta_0)=4.2$ ms.

The half-time follows by setting $F(\theta_h)=F(\theta_0)/2$:
\begin{align}
2\theta_h(1-\theta_0)&=\theta_0(1-\theta_h),\\
\theta_h(2-2\theta_0+\theta_0)&=\theta_0,
\qquad
\theta_h=\frac{\theta_0}{2-\theta_0}.
\end{align}
Since $\theta_h=\theta_0e^{-t_h/\tau}$,
\begin{equation}
t_h=\tau\ln(2-\theta_0)=10\ \mathrm{ms}\times\ln1.420=3.5\ \mathrm{ms}.
\end{equation}
The trapped charge needs $\tau\ln2=6.9$ ms to halve. The two times agree for $\theta_0\to0$, where resistance is linear in charge. Direct integration of the emission equation, combined with the resistor chain, reproduces the half-time of $3.5$ ms.

\medskip
\noindent\textbf{Q:} If I fitted such a transient with several exponentials, I would report several traps.

\noindent\textbf{A:} And the model shows why that inference is unsafe. For $\theta<1$ the geometric series gives
\begin{equation}
\Delta R(t)=R_t\sum_{j=1}^{\infty}\theta^j
=R_t\sum_{j=1}^{\infty}\theta_0^{\,j}\,e^{-jt/\tau}.
\end{equation}
One trap with one emission time produces components with time constants $\tau$, $\tau/2$, $\tau/3$ and so on. Their amplitudes are in the ratio $\theta_0$ from each to the next, so they are weak for slight depletion and prominent for $\theta_0=0.58$.

If $R_t$ is known, Eq.~(\ref{eq:invert}) converts each measured $\Delta R(t)$ into $\theta(t)$, which is a single exponential in this model. If $R_t$ is unknown, the ratio of the initial to the late logarithmic decay rate is $1/(1-\theta_0)$. This gives $\theta_0$, and then $R_t=\Delta R(0)(1-\theta_0)/\theta_0$ gives the trapped length through $L_t=WR_t/R_{sh}$. The step relies on uniform trapping, a constant mobility and a single emission time. It also needs the late rate at a time when $\theta\ll1$: read at $t=3\tau$ in the example, it gives $\theta_0=0.567$ and a length $5\%$ too large. Nor does the transient tell surface traps from charge trapped in the buffer, which this model leaves out. A real spread of emission times also makes the early decay faster, and one transient does not separate the two causes without further information.

\section*{Table of computed values}
\begin{verbatim}
Initial density n0: 8.00 x 10^12 cm^-2
Trapped density N_t: 5.00 x 10^12 cm^-2
Mobility: 1800 cm^2/(V s)
Access length: 5.0 um
Trapped length: 2.0 um
Other resistance: 1.000 ohm mm
Barrier thickness: 20 nm
Upper dielectric thickness: 200 nm
Relative permittivity, barrier: 9.0
Relative permittivity, upper dielectric: 7.0
C_b: 3.9844 mF/m^2
C_i: 0.3099 mF/m^2
Series capacitance C_s: 0.2875 mF/m^2
Image fraction eta, formula: 0.92784
Image fraction eta, Poisson: 0.92783
Virtual-gate voltage, formula: -1.8655 V
Virtual-gate voltage, Poisson: -1.8655 V
Full-depletion voltage V_po: 3.2169 V
Depleted fraction theta: 0.5799
Trapped density at theta = 1: 8.622 x 10^12 cm^-2
Remaining density n1: 3.3608 x 10^12 cm^-2
Initial sheet resistance: 433.44 ohm per square
Depleted sheet resistance: 1031.74 ohm per square
Trap-free section resistance: 0.8669 ohm mm
Trap-free on-resistance: 3.1672 ohm mm
Section share f: 0.2737
Increase, formula: 1.1966 ohm mm
Increase, resistor chain: 1.1966 ohm mm
Dynamic on-resistance: 4.3638 ohm mm
Dynamic-to-initial ratio: 1.3778
Increase with edges: 1.1728 ohm mm
Edge deficit, 2 um strip: 0.02384 ohm mm
Edge deficit, 1 um strip: 0.02384 ohm mm
Temperature for Fermi test: 300 K
Effective mass for Fermi test: 0.20 electron masses
n1 with Fermi statistics: 3.3717 x 10^12 cm^-2
Increase with Fermi statistics: 1.1899 ohm mm
Channel potential tested: 0.20 V
Density drop, formula: 0.03589 x 10^12 cm^-2
Density drop, Fermi: 0.03580 x 10^12 cm^-2
Density drop relative to n1: 1.07 %
Emission time tau: 10.00 ms
Trap-charge half-time: 6.931 ms
Resistance half-time, formula: 3.507 ms
Resistance half-time, numerical: 3.507 ms
Initial apparent decay time: 4.201 ms
N_t = 1 x 10^12 cm^-2: increase 0.1137 ohm mm, ratio 1.0359
N_t = 3 x 10^12 cm^-2: increase 0.4626 ohm mm, ratio 1.1460
N_t = 5 x 10^12 cm^-2: increase 1.1966 ohm mm, ratio 1.3778
N_t = 7 x 10^12 cm^-2: increase 3.7406 ohm mm, ratio 2.1811
\end{verbatim}
